# Line widths in a two-photon cascade between decaying levels

Consider an atom prepared at $t=0$ in an excited level $a$ with no photons present. It falls to a level $b$, emitting photon 1, and then to a stable level $c$, emitting photon 2. The Hamiltonian does not depend on time, so the probability distribution of the total energy is the same at late times as at $t=0$. Late in the process the atom is in $c$, the photons have left, and the total energy is $E_c+\omega_1+\omega_2$, with $\hbar=1$. The distribution of $\omega_1+\omega_2$ is therefore the energy distribution $\rho(E)$ of the prepared state, displaced by $E_c$.

That distribution is fixed by how the prepared state survives, because expansion in energy eigenstates gives

$$
\langle a,0|e^{-iHt}|a,0\rangle=\int \rho(E)\,e^{-iEt}\,dE .
$$

If the population of $a$ decays as $e^{-\Gamma_a t}$, the amplitude has modulus $e^{-\Gamma_a|t|/2}$. The modulus alone does not fix $\rho(E)$, since the phase also shapes it. Suppose the phase is simply $e^{-iE_at}$, as the amplitude equations below confirm for a flat continuum. Then $\Gamma_b$ does not appear in the amplitude at all, the summed energy has a width set by $\Gamma_a$ alone, and by dimensions this width is a pure number times $\Gamma_a$.

For photon 1 alone the same reasoning gives less. Near resonance the total decay rates $\Gamma_a$ and $\Gamma_b$ are the frequencies that can set its width, so the width has the form $\Gamma_a f(\Gamma_b/\Gamma_a)$. If $b$ is stable, the energy argument applies to the single photon, and the width is that of the summed energy. The function $f$ itself requires the emission amplitudes, which also show what happens when the levels have further decay channels.

**Amplitude equations.** Let $\omega_{ab}=E_a-E_b$ and $\omega_{bc}=E_b-E_c$. Label the modes that receive photon 1 by $k$ and those that receive photon 2 by $q$, and define the detunings

$$
\delta_1=\omega_k-\omega_{ab},\qquad \delta_2=\omega_q-\omega_{bc}.
$$

The two lines are assumed to lie much further apart than their widths, so that a photon's frequency tells which transition emitted it. The atom is at rest and its recoil is neglected. In the rotating-wave approximation the coupling connects $|a,0\rangle$ to $|b,k\rangle$ and $|b,k\rangle$ to $|c,k,q\rangle$, with matrix elements

$$
g_k=\langle a,0|V|b,k\rangle,\qquad h_q=\langle b,k|V|c,k,q\rangle .
$$

Let $a$, $b_k$ and $c_{kq}$ be the amplitudes of these states after the free phases $e^{-iEt}$ have been removed. The Schrödinger equation becomes

$$
i\dot a=\sum_k g_k e^{-i\delta_1t}b_k,
$$

$$
i\dot b_k=g_k^*e^{i\delta_1t}a+\sum_q h_qe^{-i\delta_2t}c_{kq},
\qquad
i\dot c_{kq}=h_q^*e^{i\delta_2t}b_k .
$$

The signs of the phases follow from the energy differences: the state $|b,k\rangle$ lies above $|a,0\rangle$ by $E_b+\omega_k-E_a=\delta_1$, and $|c,k,q\rangle$ lies above $|b,k\rangle$ by $\delta_2$.

To find the decay of $b$, integrate the last equation from $c_{kq}(0)=0$,

$$
c_{kq}(t)=-ih_q^*\int_0^t e^{i\delta_2t'}b_k(t')\,dt',
$$

and insert it into the equation for $b_k$:

$$
\dot b_k=-ig_k^*e^{i\delta_1t}a-\int_0^t\Big[\sum_q|h_q|^2e^{-i\delta_2(t-t')}\Big]b_k(t')\,dt'.
$$

The modes form a continuum. Suppose that the coupling strength per unit frequency is constant over a range much wider than the line. It is then expressed by the golden-rule rate $\gamma_{bc}$ through

$$
\sum_q|h_q|^2(\cdots)\;\to\;\frac{\gamma_{bc}}{2\pi}\int d\delta_2\,(\cdots).
$$

The bracket becomes $\gamma_{bc}\,\delta(t-t')$. This delta function is the limit of a narrow even function centred at the end of the integration range, so half of it contributes, and the integral equals $(\gamma_{bc}/2)b_k(t)$. The slow frequency dependence that was dropped shifts the level, and the shift is absorbed in $E_b$. Every other decay channel of $b$ with a flat continuum adds a term of the same kind. With $\Gamma_b$ the sum of all these partial rates,

$$
\dot b_k=-ig_k^*e^{i\delta_1t}a-\frac{\Gamma_b}{2}b_k,
$$

$$
b_k(t)=-ig_k^*\int_0^t e^{-\Gamma_b(t-t')/2}\,e^{i\delta_1t'}a(t')\,dt'.
$$

Inserting this into the equation for $a$ gives

$$
\dot a=-\int_0^t\Big[\sum_k|g_k|^2e^{-i\delta_1(t-t')}\Big]e^{-\Gamma_b(t-t')/2}a(t')\,dt'.
$$

The bracket is again a delta function, now with weight $\gamma_{ab}$. At $t'=t$ the factor containing $\Gamma_b$ equals one, so the instability of $b$ does not change the decay rate of $a$ in this flat-continuum model. Adding the other channels of $a$ gives $\dot a=-(\Gamma_a/2)a$, and hence

$$
a(t)=e^{-\Gamma_at/2},\qquad |a(t)|^2=e^{-\Gamma_at}.
$$

**The two-photon amplitude.** Combining the integrals for $c_{kq}$ and $b_k$, with $(-i)^2=-1$, gives at late times

$$
c_{kq}(\infty)=-g_k^*h_q^*\int_0^\infty\! dt_2\int_0^{t_2}\! dt_1\;
e^{i\delta_2t_2}\,e^{-\Gamma_b(t_2-t_1)/2}\,e^{i\delta_1t_1}\,e^{-\Gamma_at_1/2}.
$$

Here $t_1$ and $t_2$ are the emission times over which the amplitude is summed. Replace them by the time spent in each level, $\tau_a=t_1$ and $\tau_b=t_2-t_1$. Both run independently from zero to infinity, and the Jacobian is one. Since $\delta_1t_1+\delta_2t_2=(\delta_1+\delta_2)\tau_a+\delta_2\tau_b$, the double integral factorizes:

$$
c_{kq}(\infty)=-g_k^*h_q^*
\int_0^\infty e^{[i(\delta_1+\delta_2)-\Gamma_a/2]\tau_a}d\tau_a
\int_0^\infty e^{[i\delta_2-\Gamma_b/2]\tau_b}d\tau_b
$$

$$
=\frac{-g_k^*h_q^*}{\left[\Gamma_a/2-i(\delta_1+\delta_2)\right]\left[\Gamma_b/2-i\delta_2\right]} .
$$

While the atom is in $a$, both photons are still to be emitted, and the phase accumulated in that time involves both detunings. While it is in $b$, only the second photon is still to come. This is why $\Gamma_a$ appears with the summed detuning and $\Gamma_b$ with $\delta_2$.

The probability per unit $\delta_1$ and $\delta_2$ is the squared modulus times the mode densities. The latter turn $|g_k|^2$ into $\gamma_{ab}/2\pi$ and $|h_q|^2$ into $\gamma_{bc}/2\pi$:

$$
P(\delta_1,\delta_2)=\frac{\gamma_{ab}\gamma_{bc}}{4\pi^2}\,
\frac{1}{\left[(\delta_1+\delta_2)^2+\Gamma_a^2/4\right]\left[\delta_2^2+\Gamma_b^2/4\right]} .
$$

It is convenient to introduce the normalized Lorentzian

$$
L_\Gamma(x)=\frac{\Gamma/2\pi}{x^2+\Gamma^2/4},\qquad \int_{-\infty}^{\infty}L_\Gamma(x)\,dx=1 .
$$

It falls to half its peak at $x=\pm\Gamma/2$, so its full width at half maximum (FWHM) is $\Gamma$. Then

$$
P(\delta_1,\delta_2)=\frac{\gamma_{ab}}{\Gamma_a}\frac{\gamma_{bc}}{\Gamma_b}\;
L_{\Gamma_a}(\delta_1+\delta_2)\,L_{\Gamma_b}(\delta_2).
$$

The prefactor is the probability that the atom takes the path $a\to b\to c$: a product of branching fractions. Branching fractions fix how much light appears, and total rates alone fix the shape.

**The three widths.** Let $s=\delta_1+\delta_2$. At fixed $\delta_2$, $ds=d\delta_1$, so the joint density of $s$ and $\delta_2$ is the product $L_{\Gamma_a}(s)L_{\Gamma_b}(\delta_2)$ times the branching factor. The detunings may be integrated over the whole real axis because the widths are tiny compared with the transition frequencies. Integrating over $\delta_2$ leaves $L_{\Gamma_a}(s)$: the summed energy has width $\Gamma_a$, so the pure number left open at the start is one. Integrating over $s$ leaves $L_{\Gamma_b}(\delta_2)$: photon 2 has width $\Gamma_b$.

The detuning of photon 1 is $\delta_1=s-\delta_2$, the difference of two independent Lorentzian variables. Its distribution follows from the Fourier transform

$$
\int_{-\infty}^{\infty}L_\Gamma(x)e^{ixt}dx=e^{-\Gamma|t|/2},
$$

which is confirmed by inverting it:

$$
\frac1{2\pi}\int_{-\infty}^{\infty}e^{-ixt-\Gamma|t|/2}dt
=\frac1{2\pi}\left[\frac1{\Gamma/2+ix}+\frac1{\Gamma/2-ix}\right]
=\frac{\Gamma/2\pi}{x^2+\Gamma^2/4}.
$$

For the normalized line of photon 1, independence gives

$$
\int p_1(\delta_1)e^{i\delta_1t}d\delta_1
=\int L_{\Gamma_a}(s)e^{ist}ds\int L_{\Gamma_b}(\delta_2)e^{-i\delta_2t}d\delta_2
=e^{-(\Gamma_a+\Gamma_b)|t|/2}.
$$

This is the transform of a Lorentzian with the summed width, so

$$
p_1(\delta_1)=L_{\Gamma_a+\Gamma_b}(\delta_1).
$$

The unknown function in the dimensional argument is $f(x)=1+x$. If $b$ can also decay to other final states, each such path gives photon 1 the same shape, with $\gamma_{bc}$ replaced by the partial rate of that path. The weights add to one, and the observed line keeps the width $\Gamma_a+\Gamma_b$.

Two limits show what the sum means. For $\Gamma_b\ll\Gamma_a$ the line has the width of its upper level. For $\Gamma_a\ll\Gamma_b$ it has the width of its lower level: a long-lived upper level does not give a sharp line if the atom lands in a short-lived one. In that second case each photon has a broad spectrum, while the sum of their energies is sharp.

This is possible because the photon energies are correlated. If photon 2 is found at detuning $\delta_2$, the normalized distribution of photon 1 is

$$
p(\delta_1|\delta_2)=L_{\Gamma_a}(\delta_1+\delta_2),
$$

which is centred at $\delta_1=-\delta_2$ and has width $\Gamma_a$. An excess of energy in one photon is compensated by the other. Had the photons been independent with their individual line shapes, the Lorentzian widths would have added to $(\Gamma_a+\Gamma_b)+\Gamma_b=\Gamma_a+2\Gamma_b$, in conflict with the energy argument.

**An unstable final level.** The sum has width $\Gamma_a$ on the condition that $c$ is stable. Suppose instead that $c$ decays at total rate $\Gamma_c$, for example by emitting a photon of detuning $\delta_3$ on the way to a stable level. The amplitude now contains a third emission time $t_3$ and a third residence time $\tau_c=t_3-t_2$. With $t_1=\tau_a$, $t_2=\tau_a+\tau_b$ and $t_3=\tau_a+\tau_b+\tau_c$, the phase is

$$
\delta_1t_1+\delta_2t_2+\delta_3t_3
=(\delta_1+\delta_2+\delta_3)\tau_a+(\delta_2+\delta_3)\tau_b+\delta_3\tau_c .
$$

The three time integrals separate as before, and the joint density is proportional to $L_{\Gamma_a}(x_a)L_{\Gamma_b}(x_b)L_{\Gamma_c}(x_c)$, where

$$
x_a=\delta_1+\delta_2+\delta_3,\qquad x_b=\delta_2+\delta_3,\qquad x_c=\delta_3 .
$$

This change of variables is triangular with unit diagonal, so its Jacobian is one. Then

$$
\delta_1=x_a-x_b,\qquad \delta_2=x_b-x_c,\qquad \delta_1+\delta_2=x_a-x_c .
$$

The widths are $\Gamma_a+\Gamma_b$ for photon 1, $\Gamma_b+\Gamma_c$ for photon 2 and $\Gamma_a+\Gamma_c$ for their sum. The line statistics are those of levels whose energies are independently spread by their own total widths. The intermediate level drops out of the sum because $x_b$ enters the two photons with opposite signs.

**Where the result fails.** If the two transition frequencies approach each other, a given pair of photons can be emitted in either order, and the two amplitudes must be added before squaring. Let $\Delta=\omega_{ab}-\omega_{bc}$ and take photons at the two line centres. In the exchanged order $\delta_1=-\Delta$ and $\delta_2=\Delta$, so the summed detuning is still zero while the second denominator changes from $\Gamma_b/2$ to $\Gamma_b/2-i\Delta$. For comparable couplings the exchanged amplitude is smaller than the direct one by the factor

$$
\frac{\Gamma_b/2}{|\Gamma_b/2-i\Delta|}\approx\frac{\Gamma_b}{2|\Delta|}\qquad(|\Delta|\gg\Gamma_b).
$$

This ratio holds at the line centres; within the lines the interference changes the spectrum by a fraction of order $\Gamma_b/|\Delta|$. It is negligible for well-separated lines, $|\Delta|\gg\Gamma_a+\Gamma_b$, but not for overlapping lines or an equally spaced ladder, to which the derivation does not apply. The derivation also assumes that $a$ is populated in a time short compared with $1/\Gamma_a$. Slow but incoherent feeding, for example by spontaneous decay from a long-lived higher level when that photon is not observed, leaves the widths $\Gamma_a+\Gamma_b$ and $\Gamma_b$ unchanged. A weak, coherent, narrow-band excitation, in contrast, prepares a state with a sharper energy distribution, and the width of photon 1 then falls towards $\Gamma_b$. Finally, couplings that vary appreciably across a line spoil the exponential decay and with it the Lorentzian shape.

**Dipole decay rates.** To obtain widths for an atom, the rates are needed. In atomic units the speed of light is $1/\alpha$, with $\alpha$ the fine-structure constant. In a box of volume $V$, a mode of frequency $\omega$ has mean square vacuum electric field $2\pi\omega/V$, since its electric energy $V\langle E^2\rangle/8\pi$ must be half of the zero-point energy $\omega/2$. The squared coupling to a transition dipole $\mathbf d$ is therefore $(2\pi\omega/V)|\mathbf e\cdot\mathbf d|^2$ for polarization $\mathbf e$. The mode sum is $V\int d^3k/(2\pi)^3$ with $k=\alpha\omega$, so $k^2dk=\alpha^3\omega^2d\omega$, and the golden rule gives

$$
\Gamma=2\pi\,\frac{V}{(2\pi)^3}\,\alpha^3\omega^2\,\frac{2\pi\omega}{V}\int d\Omega\sum_{\mathbf e}|\mathbf e\cdot\mathbf d|^2
=\frac{\alpha^3\omega^3}{2\pi}\int d\Omega\sum_{\mathbf e}|\mathbf e\cdot\mathbf d|^2 .
$$

The two polarizations are perpendicular to the propagation direction $\mathbf n$, so their sum is $|\mathbf d|^2-|\mathbf n\cdot\mathbf d|^2$. The directional average of the last term is $|\mathbf d|^2/3$, and the angular integral equals $4\pi\cdot\tfrac23|\mathbf d|^2$. Summing over the final states,

$$
\Gamma=\frac43\,\alpha^3\omega^3\,S,\qquad S=\sum_{\rm final}|\mathbf d|^2 .
$$

**Lithium.** The cascade $3s\to2p\to2s$ has a stable final level, and in each step there is one electric-dipole decay path. The numbers below come from a nonrelativistic frozen-core Hartree–Fock calculation, in which the valence electron moves in the field of the Li$^+$ core. Fine and hyperfine structure are absent from this model. In the real atom these splittings are comparable to or larger than the widths found below, so the widths refer to single resolved components. They also refer to an atom at rest: the Doppler widths are 2 to 3 GHz at 600 K and still 3 to 4 MHz at 1 mK. The three $2p$ states are degenerate and, by rotational symmetry, decay at equal rates without mixing. They share the same frequency denominators, so the joint frequency distribution derived for a single level $b$ still holds after summation over photon directions and polarizations.

The orbital energies are $-0.07380$ hartree for $3s$, $-0.12864$ hartree for $2p$ and $-0.19630$ hartree for $2s$. The transition energies are $\omega_1=0.05484$ hartree and, from unrounded values, $\omega_2=0.06767$ hartree. The dipole strengths are $S_1=9.279$ and $S_2=5.660$ in units of $(ea_0)^2$. The rate formula gives $\Gamma_{3s}=32.8\times10^6\ \mathrm{s^{-1}}$, and the other rate follows from the ratio

$$
\frac{\Gamma_{2p}}{\Gamma_{3s}}=\left(\frac{0.06767}{0.05484}\right)^3\frac{5.660}{9.279}
=1.879\times0.610=1.146,
$$

so that $\Gamma_{2p}=37.6\times10^6\ \mathrm{s^{-1}}$. The larger transition energy outweighs the smaller dipole strength. Dividing by $2\pi$ converts the widths to ordinary frequency:

$$
\frac{\Gamma_{3s}}{2\pi}=5.22\ \mathrm{MHz},\qquad
\frac{\Gamma_{2p}}{2\pi}=5.98\ \mathrm{MHz}.
$$

The three digits let the sums be followed; they are results of this model and not a claim about its accuracy for the real atom. Because the Hartree–Fock potential is nonlocal, the velocity form of the dipole gives rates 3 to 4 per cent larger, $33.8$ and $39.1\times10^6\ \mathrm{s^{-1}}$, with the same ordering. The $3s$–$2p$ line has the width

$$
5.22\ \mathrm{MHz}+5.98\ \mathrm{MHz}=11.20\ \mathrm{MHz},
$$

the $2p$–$2s$ line has width $5.98$ MHz, and the summed energy has width $5.22$ MHz. With a stable final level the sum is always sharper than the first line, since $\Gamma_a<\Gamma_a+\Gamma_b$. Here it is also slightly sharper than the second, because $\Gamma_{3s}$ happens to be smaller than $\Gamma_{2p}$; for $\Gamma_a>\Gamma_b$ it would be broader. Independent photons would have given $5.22+2\times5.98=17.18$ MHz.

The two lines are $8.44\times10^7$ MHz apart. The relative size of the exchanged-order amplitude, for comparable couplings, is about $5.98/(2\times8.44\times10^7)=3.5\times10^{-8}$, so neglecting it is justified here.

The width formulas were also checked without assuming exponential decay, by evolving a model atom coupled to many discrete photon modes, with additional decay channels from both $a$ and $b$. For $\Gamma_b=2\Gamma_a$ the widths of photon 1, photon 2 and the sum, extrapolated to infinite bandwidth, are $2.999$, $1.999$ and $1.000$ in units of $\Gamma_a$, against the predicted $3$, $2$ and $1$. A separate time integration of damped amplitudes with $\Gamma_c=1.5\,\Gamma_a$ gives the sum a width of $2.50\,\Gamma_a$, as the formula for an unstable final level requires.

## Calculated quantities

```
MODEL WITH EXPLICIT PHOTON MODES (rates and widths in units of Gamma_a)
partial rates a->b, a->e: 0.60, 0.40
partial rates b->c, b->f: 1.50, 0.50
total rates Gamma_a, Gamma_b: 1.00, 2.00
mode spacing: 0.3125; half-bandwidths: 20.0, 40.0
evolution time: 18.0 / Gamma_a
FWHM: narrow band, wide band, extrapolated, predicted
  photon 1: 3.0821, 3.0404, 2.9987, 3.0000
  photon 2: 2.0652, 2.0322, 1.9993, 2.0000
  summed energy: 1.0171, 1.0085, 0.9998, 1.0000
  photon 1 at fixed d2: 1.0175, 1.0085, 0.9994, 1.0000
fixed photon-2 detuning d2: 1.25
largest relative error of joint density: 4.5e-03
probability of a->b->c, extrapolated: 0.4501
probability of a->b->c, predicted: 0.4500
unstable c, Gamma_c: 1.50
unstable c, summed-energy FWHM, computed: 2.4999
unstable c, summed-energy FWHM, predicted: 2.5000
LITHIUM 3s -> 2p -> 2s, FROZEN-CORE HARTREE-FOCK
orbital energy 2s: -0.19630 hartree
orbital energy 2p: -0.12864 hartree
orbital energy 3s: -0.07380 hartree
transition energy 3s-2p: 0.05484 hartree
transition energy 2p-2s: 0.06767 hartree
summed squared dipole 3s->2p: 9.279 (e a0)^2
summed squared dipole 2p->2s: 5.660 (e a0)^2
decay rate of 3s: 32.78 x 10^6 s^-1
decay rate of 2p: 37.57 x 10^6 s^-1
largest relative rate change with coarser basis: 9.0e-05
level width of 3s, Gamma/2pi: 5.217 MHz
level width of 2p, Gamma/2pi: 5.979 MHz
3s-2p line FWHM, by quadrature: 11.196 MHz
3s-2p line FWHM, sum of level widths: 11.196 MHz
2p-2s line FWHM: 5.979 MHz
summed-energy FWHM: 5.217 MHz
false sum width for independent photons: 17.175 MHz
separation of the two lines: 8.439e+07 MHz
separation / 3s-2p line width: 7.54e+06
```
